\section*{Two Doublets and a Quartet from Three Singly Occupied Orbitals}

\section*{Question}

Three electrons move in three orthonormal orbitals $a$, $b$, $c$, which may be complex. The Hamiltonian contains no spin operators,
\begin{equation}
H=\sum_{i=1}^{3}h(i)+\sum_{i<j}\frac{1}{r_{ij}},
\end{equation}
in atomic units, and spins are measured in units of $\hbar$. Write $h_{pq}=\langle p|h|q\rangle$ and
\begin{equation}
\langle pq|rs\rangle=\iint p^*(\mathbf r_1)\,q^*(\mathbf r_2)\,\frac{1}{r_{12}}\,r(\mathbf r_1)\,s(\mathbf r_2)\,d^3r_1\,d^3r_2 ,
\end{equation}
with the Coulomb and exchange integrals $J_{pq}=\langle pq|pq\rangle$ and $K_{pq}=\langle pq|qp\rangle$. Energies are referred to
\begin{equation}
E_C=h_{aa}+h_{bb}+h_{cc}+J_{ab}+J_{ac}+J_{bc}.
\end{equation}
A bar marks spin down, and $|pqr|$ is a normalized determinant. Consider the determinants
\begin{equation}
D_1=|\bar a\,b\,c|,\qquad D_2=|a\,\bar b\,c|,\qquad D_3=|a\,b\,\bar c| .
\end{equation}

\begin{itemize}
\item[(a)] How many determinants with $M_S=1/2$ do the three orbitals allow, and how many quartets and doublets do they contain? What selects $D_1,D_2,D_3$?
\item[(b)] Find the Hamiltonian matrix over $D_1,D_2,D_3$.
\item[(c)] Construct the normalized quartet $Q$ and two orthonormal doublets: $D_s$, in which the electrons in $a$ and $b$ are coupled to a singlet, and $D_t$, in which they are coupled to a triplet. Find $\langle S^2\rangle$ for a single $D_i$.
\item[(d)] Transform the Hamiltonian matrix to $Q,D_s,D_t$.
\item[(e)] Find the three energies and the weight of $D_s$ in the lower doublet. Establish the order of the levels and discuss special cases.
\item[(f)] Which of these results survive when all determinants of part (a) are admitted? Can a doublet then be the lowest state?
\item[(g)] Evaluate the results for the model values $K_{ab}=1.0$ eV, $K_{ac}=0.5$ eV, $K_{bc}=0.2$ eV. Compare the energy of $D_3$ with the doublet levels and explain what you find.
\end{itemize}

\section*{Model answers}

\subsection*{(a) Counting}

With $M_S=1/2$ there are two up spins and one down spin. The up spins occupy two different orbitals, which can be chosen in 3 ways, and the down spin occupies any of 3 orbitals. This gives $3\times3=9$ determinants.

Three spins one-half can have total spin $3/2$ or $1/2$. Each quartet has one component with $M_S=3/2$, and there is one determinant of that kind, $|abc|$. Hence there is one quartet, and the other eight states with $M_S=1/2$ are doublets.

The determinants $D_1,D_2,D_3$ are those in which every orbital is singly occupied. The other six contain a doubly occupied orbital. Parts (b) to (e) concern the Hamiltonian restricted to the singly occupied configuration.

\subsection*{(b) Matrix over the determinants}

Let $\Pi$ be the ordered product of spin orbitals from which a determinant $D$ is formed. Then $D=\sqrt6\,\mathcal A\,\Pi$, where $\mathcal A=\frac16\sum_P(-1)^P P$ satisfies $\mathcal A^\dagger=\mathcal A=\mathcal A^2$. Since $H$ treats all electrons alike, it commutes with $\mathcal A$, and
\begin{equation}
\langle D|H|D'\rangle=6\langle\Pi|H\mathcal A|\Pi'\rangle
=\sum_P(-1)^P\langle\Pi|H|P\Pi'\rangle .
\label{perm}
\end{equation}
Two facts decide which terms survive. First, $H$ does not act on spin, so each electron must have the same spin on both sides. Second, each term of $H$ acts on at most two electrons, and every other electron contributes an overlap. That overlap vanishes if the electron's orbital differs on the two sides.

\emph{Diagonal elements.} The identity permutation gives $E_C$. A transposition of orbitals $p$ and $q$ has sign $-1$ and changes the orbitals of two electrons. A one-electron operator leaves at least one of these with zero overlap. The repulsion between precisely these two electrons gives $\langle pq|qp\rangle=K_{pq}$, provided their spins are parallel. Cyclic permutations change all three orbitals and give zero. In $D_1$ the parallel pair is $b,c$; in $D_2$ it is $a,c$; in $D_3$ it is $a,b$. Therefore
\begin{equation}
H_{11}=E_C-K_{bc},\qquad H_{22}=E_C-K_{ac},\qquad H_{33}=E_C-K_{ab}.
\end{equation}

\emph{Off-diagonal elements.} For $\langle D_1|H|D_2\rangle$ the left product is $\bar a\,b\,c$, so electron 1 has spin down. On the right, electron 1 must therefore occupy $\bar b$. Two arrangements of $a\,\bar b\,c$ do this:
\begin{itemize}
\item $\bar b\,a\,c$, a transposition with sign $-1$. The orbitals of electrons 1 and 2 are interchanged, and the contribution is $-\langle ab|ba\rangle=-K_{ab}$.
\item $\bar b\,c\,a$, a cyclic permutation with sign $+1$. All three electrons change orbital, and the contribution is zero.
\end{itemize}
For $\langle D_1|H|D_3\rangle$, electron 1 must occupy $\bar c$. The arrangement $\bar c\,b\,a$ is a transposition and gives $-K_{ac}$; $\bar c\,a\,b$ is cyclic and gives zero. For $\langle D_2|H|D_3\rangle$, electron 2 must occupy $\bar c$. The arrangement $a\,\bar c\,b$ gives $-K_{bc}$, and $b\,\bar c\,a$ gives zero.

To see that these elements are real also for complex orbitals, put $\rho(\mathbf r)=p^*(\mathbf r)q(\mathbf r)$ and use the Fourier form of $1/r_{12}$:
\begin{equation}
K_{pq}=\iint\frac{\rho(\mathbf r_1)\rho^*(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2
=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,
\left|\int\rho(\mathbf r)e^{i\mathbf k\cdot\mathbf r}d^3r\right|^2\ge0 .
\label{positive}
\end{equation}
The matrix is thus real and symmetric:
\begin{equation}
\mathbf H=E_C\mathbf 1-\mathbf M,\qquad
\mathbf M=\begin{pmatrix}
K_{bc}&K_{ab}&K_{ac}\\
K_{ab}&K_{ac}&K_{bc}\\
K_{ac}&K_{bc}&K_{ab}
\end{pmatrix}.
\label{detmatrix}
\end{equation}
The signs of the off-diagonal elements belong to the fixed order $a,b,c$ in every determinant. Reordering one determinant by a transposition would reverse the signs of its two off-diagonal elements.

\subsection*{(c) Spin functions}

The raising operator $S_+$ is a sum of one-electron operators. Each turns a down spin into an up spin and annihilates an up spin. Because the orbital order is the same in all three determinants, $S_+D_i=|abc|$ for each $i$, and
\begin{equation}
S_+\sum_i c_iD_i=\Big(\sum_i c_i\Big)|abc| .
\end{equation}
From $S^2=S_-S_++S_z(S_z+1)$ with $S_z=1/2$, a state annihilated by $S_+$ has $S^2=3/4$. The doublets are therefore the combinations with $\sum_ic_i=0$.

For the quartet, start from $|abc|$. It has $S_z=3/2$ and is annihilated by $S_+$, so $S^2=\frac32\cdot\frac52=15/4$. The operator $S_-$ commutes with $S^2$ and lowers each spin in turn, giving $D_1+D_2+D_3$. After normalization,
\begin{equation}
Q=\frac{D_1+D_2+D_3}{\sqrt3}.
\end{equation}

A singlet pair in $a,b$ has the spin function $(\alpha\beta-\beta\alpha)/\sqrt2$ when the orbitals are written in the order $a,b$. With an up spin in $c$ this is
\begin{equation}
D_s=\frac{D_2-D_1}{\sqrt2}.
\end{equation}
The second doublet must have coefficients that sum to zero and be orthogonal to $D_s$. The latter condition requires $c_1=c_2$, so the coefficients are proportional to $(-1,-1,2)$:
\begin{equation}
D_t=\frac{2D_3-D_1-D_2}{\sqrt6}.
\end{equation}
In $D_3$ the pair $a,b$ is the triplet component $\alpha\alpha$. In $D_1+D_2$ it is proportional to the triplet component $\alpha\beta+\beta\alpha$. The pair is therefore a triplet throughout $D_t$, as required.

For one determinant,
\begin{equation}
\langle D_i|S^2|D_i\rangle=\|S_+D_i\|^2+\tfrac12\cdot\tfrac32=1+\tfrac34=\tfrac74 .
\end{equation}
This lies between $3/4$ and $15/4$: a single $D_i$ is not a spin eigenfunction.

\subsection*{(d) Matrix over the spin functions}

Each row of $\mathbf M$ contains each exchange integral once. Hence $(1,1,1)^T$ is an eigenvector with eigenvalue
\begin{equation}
\Sigma=K_{ab}+K_{ac}+K_{bc},
\end{equation}
so $H_{QQ}=E_C-\Sigma$, and $Q$ has no matrix element with the orthogonal states $D_s$ and $D_t$.

For the doublets, first let $\mathbf M$ act on the unnormalized coefficient vectors:
\begin{align}
\mathbf M\begin{pmatrix}-1\\1\\0\end{pmatrix}&=
\begin{pmatrix}K_{ab}-K_{bc}\\K_{ac}-K_{ab}\\K_{bc}-K_{ac}\end{pmatrix},\\
\mathbf M\begin{pmatrix}-1\\-1\\2\end{pmatrix}&=
\begin{pmatrix}2K_{ac}-K_{ab}-K_{bc}\\2K_{bc}-K_{ab}-K_{ac}\\2K_{ab}-K_{ac}-K_{bc}\end{pmatrix}.
\end{align}
Taking scalar products and including the normalization factors gives
\begin{align}
M_{ss}&=\tfrac12\left[-(K_{ab}-K_{bc})+(K_{ac}-K_{ab})\right]
=-K_{ab}+\tfrac12(K_{ac}+K_{bc}),\\
M_{tt}&=\tfrac16\big[-(2K_{ac}-K_{ab}-K_{bc})-(2K_{bc}-K_{ab}-K_{ac})\nonumber\\
&\qquad+2(2K_{ab}-K_{ac}-K_{bc})\big]
=K_{ab}-\tfrac12(K_{ac}+K_{bc}),\\
M_{st}&=\tfrac1{\sqrt{12}}\left[-(2K_{ac}-K_{ab}-K_{bc})+(2K_{bc}-K_{ab}-K_{ac})\right]\nonumber\\
&=\tfrac{3}{2\sqrt3}(K_{bc}-K_{ac})=\tfrac{\sqrt3}{2}(K_{bc}-K_{ac}).
\end{align}
Define
\begin{equation}
\Delta=K_{ab}-\tfrac12(K_{ac}+K_{bc}),\qquad
g=\tfrac{\sqrt3}{2}(K_{ac}-K_{bc}).
\end{equation}
Since $\mathbf H=E_C\mathbf1-\mathbf M$, the matrix in the order $Q,D_s,D_t$ is
\begin{equation}
\mathbf H'=E_C\mathbf 1+
\begin{pmatrix}-\Sigma&0&0\\0&\Delta&g\\0&g&-\Delta\end{pmatrix}.
\label{adapted}
\end{equation}
The sign of $g$ changes if the phase of one doublet is reversed; the energies do not. The coupling $g$ arises because $c$ exchanges unequally with $a$ and $b$, so the spin of the pair $a,b$ is not conserved.

\subsection*{(e) Energies, mixing and order}

The quartet energy is $E_Q=E_C-\Sigma$. The doublet block gives $(E-E_C)^2=\Delta^2+g^2$. Expanding the right-hand side,
\begin{align}
R^2&\equiv\Delta^2+g^2\nonumber\\
&=K_{ab}^2-K_{ab}(K_{ac}+K_{bc})+\tfrac14(K_{ac}+K_{bc})^2+\tfrac34(K_{ac}-K_{bc})^2\nonumber\\
&=K_{ab}^2+K_{ac}^2+K_{bc}^2-K_{ab}K_{ac}-K_{ab}K_{bc}-K_{ac}K_{bc},
\end{align}
because the products $K_{ac}K_{bc}$ in the last two squares have total coefficient $\frac12-\frac32=-1$. The doublet energies are
\begin{equation}
E_\pm=E_C\pm R,\qquad R\ge0 .
\end{equation}

Let the lower doublet be $sD_s+tD_t$. The first row of the eigenvalue equation is $(\Delta+R)s+gt=0$. For $\Delta+R\ne0$, and with $g^2=(R-\Delta)(R+\Delta)$, the weight of $D_s$ is
\begin{equation}
w_s=\frac{s^2}{s^2+t^2}=\frac{g^2}{g^2+(R+\Delta)^2}
=\frac{R-\Delta}{2R}=\frac12\left(1-\frac{\Delta}{R}\right).
\label{weight}
\end{equation}
If $\Delta=-R\neq0$, then $g=0$ and the lower state is $D_s$ itself; the final formula still gives the correct value, $w_s=1$.

For the order of the levels, subtract $R^2$ from $\Sigma^2$. The squares cancel, and each product has coefficient $2-(-1)=3$:
\begin{equation}
\Sigma^2-R^2=3(K_{ab}K_{ac}+K_{ab}K_{bc}+K_{ac}K_{bc})\ge0,
\end{equation}
by \eqref{positive}. Hence $\Sigma\ge R$ and $E_Q\le E_-\le E_+$ within the singly occupied configuration. The quartet is strictly lowest if at least two exchange integrals are nonzero.

Three special cases show the content of the formulas.
\begin{itemize}
\item If $K_{ac}=K_{bc}$, then $g=0$. The states $D_s$ and $D_t$ are eigenstates, with energies $E_C\pm(K_{ab}-K_{ac})$ respectively.
\item If $K_{ac}$ and $K_{bc}$ tend to zero, as for a remote orbital $c$, then $E_Q$ and the energy of $D_t$ both tend to $E_C-K_{ab}$, and that of $D_s$ tends to $E_C+K_{ab}$. These are the triplet and singlet of the pair $a,b$; the direction of the third spin no longer matters.
\item If all three integrals equal $K$, then $R=0$. The doublets are degenerate at $E_C$, the quartet lies at $E_C-3K$, and \eqref{weight} does not apply, because any combination of the doublets is an eigenstate.
\end{itemize}

\subsection*{(f) The other six determinants}

The Hamiltonian commutes with $S^2$, and part (a) found one quartet among the nine states. No other state can mix with $Q$, so $E_Q$ remains an eigenvalue in the full three-orbital space. It is not thereby the exact energy of a real system, since excitations into further orbitals are still missing.

The doublets have no such protection. Take $X=|a\,\bar a\,c|$ and apply \eqref{perm}. With
\begin{equation}
F=h_{ba}+\langle ab|aa\rangle+\langle bc|ac\rangle,\qquad G=\langle bc|ca\rangle,
\end{equation}
the spin-matched arrangements of $a\,\bar a\,c$ give the following.
\begin{itemize}
\item For $D_2$, the identity gives $F$. The other matching arrangement, $c\,\bar a\,a$, changes all three orbitals and gives zero.
\item For $D_1$, the arrangement $\bar a\,a\,c$ has sign $-1$ and gives $-F$; the cyclic arrangement $\bar a\,c\,a$ gives $+G$.
\item For $D_3$, the arrangement $a\,c\,\bar a$ has sign $-1$ and gives $-G$; $c\,a\,\bar a$ changes all three orbitals and gives zero.
\end{itemize}
Consequently
\begin{align}
\langle Q|H|X\rangle&=\frac{(-F+G)+F-G}{\sqrt3}=0,\\
\langle D_s|H|X\rangle&=\frac{F-(-F+G)}{\sqrt2}=\frac{2F-G}{\sqrt2},\\
\langle D_t|H|X\rangle&=\frac{-2G-(-F+G)-F}{\sqrt6}=-\sqrt{\tfrac32}\,G .
\end{align}
In general the doublets therefore mix with determinants containing a doubly occupied orbital, and $E_\pm$ are not eigenvalues in the full space. Their corrections involve integrals other than the three $K_{pq}$.

A doublet can indeed be lowest. The determinant $|a\,\bar a\,b|$ has energy
\begin{equation}
2h_{aa}+h_{bb}+J_{aa}+2J_{ab}-K_{ab}.
\end{equation}
By the variational principle the lowest eigenvalue is no higher than this. If $h_{cc}-h_{aa}$ is large enough to put this energy below $E_Q$, the lowest state must be a doublet, because the space has no other quartet. The numerical check contains such a case, with Coulomb integrals over Gaussian orbitals and a chosen one-electron matrix. The quartet lies at $1.417$ hartree and the lower doublet of the singly occupied block at $1.748$ hartree, but $|a\,\bar a\,b|$ lies at $-2.268$ hartree and the lowest doublet of the full space at $-2.348$ hartree.

The condition on $h_{cc}-h_{aa}$ is sufficient, not necessary. The mixing with doubly occupied determinants can by itself push a doublet below the quartet when the $K_{pq}$ are small, as they are for orthogonalized orbitals on different atoms. Take equilateral H$_3$ with side 3 bohr as a three-orbital model (STO-3G basis, symmetrically orthogonalized). The three $h_{pp}$ are equal, and every doubly occupied determinant lies at least $0.49$ hartree above $E_Q$. The singly occupied block puts the doublets $0.009$ hartree above the quartet, yet the lowest doublet of the full space lies $0.100$ hartree below it. The order found in part (e) therefore predicts the ground-state spin only when this mixing lowers the doublets by less than $\Sigma-R$.

\subsection*{(g) Numerical example}

The given integrals are model parameters, and all energies below are relative to $E_C$. Equation \eqref{detmatrix} becomes
\begin{equation}
\mathbf H-E_C\mathbf1=
\begin{pmatrix}-0.2&-1.0&-0.5\\-1.0&-0.5&-0.2\\-0.5&-0.2&-1.0\end{pmatrix}\ \text{eV}.
\end{equation}
The quantities in \eqref{adapted} are
\begin{align}
\Sigma&=1.0+0.5+0.2=1.7\ \text{eV},\\
\Delta&=1.0-\tfrac12(0.5+0.2)=0.65\ \text{eV},\\
g&=\tfrac{\sqrt3}{2}(0.5-0.2)=0.260\ \text{eV},\\
R&=\sqrt{1.00+0.25+0.04-0.50-0.20-0.10}\ \text{eV}=\sqrt{0.49}\ \text{eV}=0.70\ \text{eV}.
\end{align}
The levels are
\begin{equation}
E_Q=-1.7\ \text{eV},\qquad E_-=-0.7\ \text{eV},\qquad E_+=0.7\ \text{eV},
\end{equation}
so the doublets lie $1.0$ eV and $2.4$ eV above the quartet. The weight of $D_s$ in the lower doublet is
\begin{equation}
w_s=\tfrac12\left(1-\frac{0.65}{0.70}\right)=0.036,
\end{equation}
and that of $D_t$ is $0.964$. Here the lower doublet keeps the pair $a,b$ almost entirely in a triplet, because $|g|$ is small compared with $\Delta$. That $K_{ab}$ is the largest integral guarantees less. It gives $\Delta\ge\frac12|K_{ac}-K_{bc}|=|g|/\sqrt3$, hence $\Delta/R\ge\frac12$ and $w_s\le\frac14$, a value reached when $K_{ac}$ or $K_{bc}$ equals $K_{ab}$ and $R\neq0$.

The determinant $D_3$ has energy $-K_{ab}=-1.0$ eV, which is below the lower doublet at $-0.7$ eV. This does not contradict the variational principle, because $D_3$ is not a doublet. Inverting the definitions in part (c),
\begin{equation}
D_3=\frac{1}{\sqrt3}\,Q+\sqrt{\frac23}\,D_t ,
\end{equation}
and since $Q$ and $D_t$ are not coupled by $H$,
\begin{equation}
\langle D_3|H-E_C|D_3\rangle=\tfrac13(-1.7)+\tfrac23(-0.65)=-1.0\ \text{eV}.
\end{equation}
The quartet third of $D_3$ pulls its energy down. Its doublet part alone has energy $-0.65$ eV, slightly above $E_-$, as the variational principle within the doublet block requires. The energy of this single determinant is therefore not an upper bound to the lower doublet. It differs from $E_-$ by $R-K_{ab}$, which is $-0.3$ eV here, equals $-K$ when all three integrals equal $K$, and tends to zero when $K_{ac}$ and $K_{bc}$ do.

\section*{Values computed for the example and the checks}
\begin{verbatim}
WORKED EXAMPLE, energies relative to E_C
K_ab = 1.0000 eV
K_ac = 0.5000 eV
K_bc = 0.2000 eV
Matrix over D1, D2, D3 (eV):
   -0.2000   -1.0000   -0.5000
   -1.0000   -0.5000   -0.2000
   -0.5000   -0.2000   -1.0000
H_QQ = -1.7000 eV
H_ss = 0.6500 eV
H_tt = -0.6500 eV
H_st = 0.2598 eV
R = 0.7000 eV
Quartet level = -1.7000 eV
Lower doublet level = -0.7000 eV
Upper doublet level = 0.7000 eV
Gap quartet to lower doublet = 1.0000 eV
Gap quartet to upper doublet = 2.4000 eV
Weight of Ds in lower doublet = 0.0357 (no unit)
Weight of Dt in lower doublet = 0.9643 (no unit)
Energy of determinant D3 = -1.0000 eV
Quartet weight in D3 = 0.3333 (no unit)
Dt weight in D3 = 0.6667 (no unit)
<S^2> of D1, D2, D3 = 1.7500, 1.7500, 1.7500 (hbar^2)
EQUAL EXCHANGE INTEGRALS
Common K = 0.6000 eV
Levels = -1.8000, 0.0000, 0.0000 eV
COULOMB TEST WITH COMPLEX GAUSSIAN ORBITALS
K_ab, K_ac, K_bc = 0.18817, 0.13021, 0.09460 hartree
Largest error of determinant matrix = 6.7e-16 hartree
Determinants in full Ms=1/2 space = 9 (count)
Quartets, doublets there = 1, 8 (count)
Coupling norm of Q to other six = 0.0e+00 hartree
Coupling norm of Ds to other six = 0.6591 hartree
Coupling norm of Dt to other six = 0.4326 hartree
Quartet energy = 1.4171 hartree
Lower doublet of open-shell block = 1.7483 hartree
Lowest doublet of full space = -2.3480 hartree
\end{verbatim}
